# The harmonic potential theorem for interacting electrons, derived in two ways: a numerical check

```python
"""Harmonic potential theorem for driven interacting electrons.

Result under test: electrons in a harmonic trap, started in a stationary state
and pushed by a uniform force F(t), keep their density shape:
    n(r,t) = n0(r - X(t)),   X'' = -omega^2 X + 2 F(t),   X(0) = X'(0) = 0,
and the wavefunction is exp(-iEt + i theta) psi0(r_i - X) with
    theta = X'.sum(r_i)/2 - N * integral of (X'^2 - omega^2 X^2)/4.
Rydberg atomic units: hbar = 1, electron mass = 1/2, e^2 = 2; energy in Ry,
length in a0, time in hbar/Ry.  N = 2 electrons in all tests.
"""
import numpy as np
from scipy import constants as sc
from scipy.fft import fft, ifft, fft2, ifft2
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.sparse.linalg import LinearOperator, eigsh

omega, drive, force0 = 1.0, 0.6, 0.4   # trap, drive frequency, peak force


def path(t, w=omega, f=force0):
    """Closed-form centre and velocity for the force f*sin(drive*t)."""
    amp = 2 * f / (w**2 - drive**2)
    centre = amp * (np.sin(drive * t) - drive / w * np.sin(w * t))
    velocity = amp * drive * (np.cos(drive * t) - np.cos(w * t))
    return centre, velocity


nodes, weights = np.polynomial.legendre.leggauss(40)


def action(t, w=omega, f=force0):
    """Time integral of (X'^2 - w^2 X^2)/4, summed over the axes."""
    w, f = np.atleast_1d(w), np.atleast_1d(f)
    s = 0.5 * t * (nodes + 1)
    c, v = path(s[:, None], w, f)
    return 0.5 * t * (weights @ (0.25 * (v**2 - (w * c)**2)).sum(axis=1))


# ---- units: acceleration produced by a force of 1 Ry/a0, from SI constants
ry = sc.value('Rydberg constant times hc in J')
a0 = sc.value('Bohr radius')
accel = (ry / a0 / sc.m_e) / (a0 * (ry / sc.hbar)**2)
assert abs(accel - 2) < 1e-6

# ---- closed-form path against numerical integration of Newton's equation
t_end = 10.0
newton = solve_ivp(
    lambda t, y: [y[1], -omega**2 * y[0] + accel * force0 * np.sin(drive * t)],
    (0, t_end), [0, 0], rtol=1e-10, atol=1e-12, t_eval=np.linspace(0, t_end, 41))
path_error = np.max(np.abs(newton.y - np.array(path(newton.t))))
assert path_error < 1e-6


# ---- three dimensions, Coulomb repulsion: Schroedinger residual at points
def residual(psi, r, t, w, f):
    """(i d/dt - H) psi by fourth-order finite differences; r has 6 entries."""
    h = 0.003
    ddt = (psi(r, t - 2*h) - 8*psi(r, t - h)
           + 8*psi(r, t + h) - psi(r, t + 2*h)) / (12 * h)
    lap = 0
    for e in h * np.eye(6):
        lap += (-psi(r + 2*e, t) + 16*psi(r + e, t) - 30*psi(r, t)
                + 16*psi(r - e, t) - psi(r - 2*e, t)) / (12 * h**2)
    pos = r.reshape(2, 3)
    pot = (np.sum(0.25 * w**2 * pos**2 - f * np.sin(drive * t) * pos)
           + 2 / np.linalg.norm(pos[0] - pos[1]))
    return 1j * ddt + lap - pot * psi(r, t)


def phase(r, t, w, f):
    velocity = path(t, w, f)[1]
    total = r.reshape(2, 3).sum(axis=0)
    return np.exp(1j * (0.5 * velocity @ total - 2 * action(t, w, f)))


def boosted(phi, w, f):
    return lambda r, t: phase(r, t, w, f) * phi(
        r - np.tile(path(t, w, f)[0], 2), t)


def separation(r):
    return np.linalg.norm(r[:3] - r[3:])


def arbitrary(r, t):                     # not a solution of anything
    return ((1 + 0.3 * separation(r) + 0.2 * t * r[0])
            * np.exp(-0.10 * r[:3] @ r[:3] - 0.15 * r[3:] @ r[3:]
                     + 0.1j * r[1] * r[5] - 0.7j * t))


harmonium_energy = 4.0                   # checked by the residual below


def harmonium(r, t):                     # two electrons, trap frequency 1
    return ((1 + 0.5 * separation(r)) * np.exp(-0.25 * r @ r)
            * np.exp(-1j * harmonium_energy * t))


rng = np.random.default_rng(5)
force_vec = np.array([0.4, -0.2, 0.3])
w_aniso, w_iso = np.array([1.0, 0.8, 1.3]), np.ones(3)
identity_error, identity_size, harmonium_error = 0.0, np.inf, 0.0
for _ in range(12):
    r = np.concatenate([rng.uniform(-1.5, -0.5, 3), rng.uniform(0.5, 1.5, 3)])
    t = rng.uniform(0.5, 6.0)
    left = residual(boosted(arbitrary, w_aniso, force_vec), r, t,
                    w_aniso, force_vec)
    moved = r - np.tile(path(t, w_aniso, force_vec)[0], 2)
    right = (phase(r, t, w_aniso, force_vec)
             * residual(arbitrary, moved, t, w_aniso, 0 * force_vec))
    scale = abs(arbitrary(moved, t))
    identity_error = max(identity_error, abs(left - right) / scale)
    identity_size = min(identity_size, abs(right) / scale)
    psi = boosted(harmonium, w_iso, force_vec)
    harmonium_error = max(harmonium_error, abs(
        residual(psi, r, t, w_iso, force_vec) / psi(r, t)))
assert identity_error < 1e-5 and identity_size > 1e-3
assert harmonium_error < 1e-5

# ---- one dimension: two electrons with softened repulsion on a grid
n_grid, half_box = 96, 12.0
dx = 2 * half_box / n_grid
x = -half_box + dx * np.arange(n_grid)
k = 2 * np.pi * np.fft.fftfreq(n_grid, dx)
kinetic = ifft(k[:, None]**2 * fft(np.eye(n_grid), axis=0), axis=0).real
repulsion = 2 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
dt, n_steps, stride = 0.005, 2000, 400


def ground_state(trap):
    pot = trap[:, None] + trap[None, :] + repulsion

    def apply_h(vec):
        p = vec.reshape(n_grid, n_grid)
        return (kinetic @ p + p @ kinetic + pot * p).ravel()
    op = LinearOperator((n_grid**2, n_grid**2), matvec=apply_h, dtype=float)
    guess = np.exp(-0.25 * (x[:, None]**2 + x[None, :]**2)).ravel()
    energy, vec = eigsh(op, k=1, which='SA', v0=guess, ncv=60, tol=1e-11)
    return energy[0], vec[:, 0].reshape(n_grid, n_grid) / dx


def propagate_pair(psi, trap):
    """Split-operator evolution; returns the wavefunction at sample times."""
    half = np.exp(-0.5j * dt * (trap[:, None] + trap[None, :] + repulsion))
    free = np.exp(-1j * dt * (k[:, None]**2 + k[None, :]**2))
    samples = []
    for step in range(n_steps):
        push = force0 * np.sin(drive * (step + 0.5) * dt)
        kick = np.exp(0.5j * dt * push * x)
        factor = half * kick[:, None] * kick[None, :]
        psi = factor * ifft2(free * fft2(factor * psi))
        if (step + 1) % stride == 0:
            samples.append(psi.copy())
    return samples


def density(psi):
    return 2 * np.sum(np.abs(psi)**2, axis=1) * dx


def mean_width(n):
    mean = np.sum(x * n) * dx / 2
    return mean, np.sqrt(np.sum((x - mean)**2 * n) * dx / 2)


def shifted(n, distance):
    return ifft(fft(n) * np.exp(-1j * k * distance)).real


def mismatch(n1, n2):
    """Fraction of the electrons that sits in the wrong place (0 to 1)."""
    return 0.5 * np.sum(np.abs(n1 - n2)) * dx / 2


times = dt * stride * np.arange(1, n_steps // stride + 1)
trap = 0.25 * omega**2 * x**2
energy, psi0 = ground_state(trap)
n0 = density(psi0)
width0 = mean_width(n0)[1]
pair_densities, rows, shape_error, wave_error = [], [], 0.0, 0.0
for t, psi in zip(times, propagate_pair(psi0, trap)):
    centre, velocity = path(t)
    n = density(psi)
    pair_densities.append(n)
    mean, width = mean_width(n)
    rows.append((t, centre, mean, width))
    shape_error = max(shape_error, mismatch(n, shifted(n0, centre)))
    move = np.exp(-1j * k * centre)
    tilt = np.exp(0.5j * velocity * x)
    predicted = (ifft2(fft2(psi0) * move[:, None] * move[None, :])
                 * tilt[:, None] * tilt[None, :]
                 * np.exp(-1j * energy * t - 2j * action(t)))
    wave_error = max(wave_error, np.linalg.norm(psi - predicted) * dx)
    # tolerances cover the second-order time-step error
    assert abs(mean - centre) < 2e-4 and abs(width - width0) < 2e-4
assert shape_error < 2e-4 and wave_error < 5e-4

# ---- counterexample: a quartic term in the trap deforms the density
quartic = 0.01
trap4 = trap + quartic * x**4
psi4 = ground_state(trap4)[1]
n4 = density(psi4)
shape_error4 = 0.0
for psi in propagate_pair(psi4, trap4):
    n = density(psi)
    shape_error4 = max(shape_error4,
                       mismatch(n, shifted(n4, mean_width(n)[0])))
assert shape_error4 > 0.003 and shape_error4 > 20 * shape_error

# ---- Kohn-Sham system: invert n0 for v_Hxc, then move it or freeze it
orbital0 = np.sqrt(n0 / 2)
curvature = ifft(-k**2 * fft(orbital0)).real
cut = 6.0                                # density beyond this is negligible
inner = np.abs(x) <= cut
v_hxc = CubicSpline(x[inner], (curvature / orbital0 - trap)[inner])


def kohn_sham_error(moving):
    orbital, worst, sample = orbital0.astype(complex), 0.0, 0
    free = np.exp(-1j * dt * k**2)
    for step in range(n_steps):
        t_mid = (step + 0.5) * dt
        offset = path(t_mid)[0] if moving else 0.0
        pot = (trap - force0 * np.sin(drive * t_mid) * x
               + v_hxc(np.clip(x - offset, -cut, cut)))
        factor = np.exp(-0.5j * dt * pot)
        orbital = factor * ifft(free * fft(factor * orbital))
        if (step + 1) % stride == 0:
            worst = max(worst, mismatch(2 * np.abs(orbital)**2,
                                        pair_densities[sample]))
            sample += 1
    return worst


ks_moving, ks_frozen = kohn_sham_error(True), kohn_sham_error(False)
assert ks_moving < 1e-3
assert ks_frozen > 0.02

# ---- printed numbers
fine = np.linspace(0, t_end, 20001)
track = np.abs(path(fine)[0])
peak, t_peak = track.max(), fine[track.argmax()]
centre4, velocity4 = path(4.0)
print(f"trap frequency omega = {omega:.1f} Ry/hbar")
print(f"drive frequency Omega = {drive:.1f} Ry/hbar")
print(f"peak force F0 = {force0:.1f} Ry/a0")
print(f"acceleration per unit force = {accel:.6f} (Rydberg units)")
print(f"prefactor 2F0/(omega^2-Omega^2) = "
      f"{2*force0/(omega**2-drive**2):.4f} a0")
print(f"closed-form path vs Newton integration: {path_error:.1e} (a.u.)")
print("3D tests, two electrons, Coulomb repulsion")
print("force amplitudes x,y,z =", force_vec, "Ry/a0")
print("anisotropic trap frequencies =", w_aniso, "Ry/hbar")
print(f"operator identity, largest error = {identity_error:.1e} Ry")
print(f"operator identity, smallest side = {identity_size:.2f} Ry")
print(f"harmonium energy = {harmonium_energy:.1f} Ry")
print(f"driven harmonium, largest residual = {harmonium_error:.1e} Ry")
print("1D run, two electrons, softened repulsion")
print(f"grid spacing = {dx:.2f} a0, time step = {dt:.3f} hbar/Ry")
print(f"ground-state energy = {energy:.5f} Ry")
print(f"initial width = {width0:.5f} a0")
for t, centre, mean, width in rows:
    print(f"t = {t:4.1f} hbar/Ry: X = {centre:8.5f} a0, "
          f"mean = {mean:8.5f} a0, width = {width:.5f} a0")
print(f"velocity X' at t=4 hbar/Ry = {velocity4:.5f} a0 Ry/hbar")
print(f"momentum X'/2 at t=4 hbar/Ry = {0.5*velocity4:.5f} hbar/a0")
print(f"integral of L up to t=4 hbar/Ry = {action(4.0):.5f} hbar")
print(f"largest density mismatch, harmonic = {shape_error:.1e} (fraction)")
print(f"largest wavefunction error norm = {wave_error:.1e} (no unit)")
print(f"quartic coefficient = {quartic:.2f} Ry/a0^4")
print(f"largest density mismatch, quartic = {shape_error4:.4f} (fraction)")
print(f"v_Hxc0(0) - v_Hxc0(3 a0) = {v_hxc(0.0)-v_hxc(3.0):.4f} Ry")
print(f"Kohn-Sham mismatch, moving v_Hxc = {ks_moving:.1e} (fraction)")
print(f"Kohn-Sham mismatch, frozen v_Hxc = {ks_frozen:.4f} (fraction)")
print(f"largest |X| up to t=10 hbar/Ry = {peak:.4f} a0")
print(f"largest |X| converted = {peak*a0*1e12:.1f} pm")
print(f"time of largest |X| = {t_peak:.3f} hbar/Ry")
print(f"time of largest |X| converted = {t_peak*sc.hbar/ry*1e18:.1f} as")
print("tests ok")
```

Printed output:

```
trap frequency omega = 1.0 Ry/hbar
drive frequency Omega = 0.6 Ry/hbar
peak force F0 = 0.4 Ry/a0
acceleration per unit force = 2.000000 (Rydberg units)
prefactor 2F0/(omega^2-Omega^2) = 1.2500 a0
closed-form path vs Newton integration: 1.5e-10 (a.u.)
3D tests, two electrons, Coulomb repulsion
force amplitudes x,y,z = [ 0.4 -0.2  0.3] Ry/a0
anisotropic trap frequencies = [1.  0.8 1.3] Ry/hbar
operator identity, largest error = 2.8e-09 Ry
operator identity, smallest side = 2.18 Ry
harmonium energy = 4.0 Ry
driven harmonium, largest residual = 4.5e-08 Ry
1D run, two electrons, softened repulsion
grid spacing = 0.25 a0, time step = 0.005 hbar/Ry
ground-state energy = 2.31945 Ry
initial width = 1.17835 a0
t =  2.0 hbar/Ry: X =  0.48308 a0, mean =  0.48308 a0, width = 1.17835 a0
t =  4.0 hbar/Ry: X =  1.41193 a0, mean =  1.41193 a0, width = 1.17835 a0
t =  6.0 hbar/Ry: X = -0.34359 a0, mean = -0.34359 a0, width = 1.17835 a0
t =  8.0 hbar/Ry: X = -1.98722 a0, mean = -1.98722 a0, width = 1.17835 a0
t = 10.0 hbar/Ry: X =  0.05875 a0, mean =  0.05875 a0, width = 1.17835 a0
velocity X' at t=4 hbar/Ry = -0.06281 a0 Ry/hbar
momentum X'/2 at t=4 hbar/Ry = -0.03141 hbar/a0
integral of L up to t=4 hbar/Ry = -0.44398 hbar
largest density mismatch, harmonic = 1.9e-06 (fraction)
largest wavefunction error norm = 2.8e-05 (no unit)
quartic coefficient = 0.01 Ry/a0^4
largest density mismatch, quartic = 0.0650 (fraction)
v_Hxc0(0) - v_Hxc0(3 a0) = 0.9074 Ry
Kohn-Sham mismatch, moving v_Hxc = 4.2e-06 (fraction)
Kohn-Sham mismatch, frozen v_Hxc = 0.3982 (fraction)
largest |X| up to t=10 hbar/Ry = 2.0000 a0
largest |X| converted = 105.8 pm
time of largest |X| = 7.854 hbar/Ry
time of largest |X| converted = 380.0 as
tests ok
```
